A Straight Current-Voltage Line Does Not Prove a Low-Resistance Contact

**Q:** I swept a contact from −50 to +50 mV and got a straight line through the origin. A barrier would have bent the curve or made it rectify. So I conclude that there is no barrier and that the contact resistivity is low.

**A:** Those are two conclusions, and the line supports neither. Suppose that the current density J vanishes at zero bias and has a nonzero slope there. Then

J(V) = V/ρ_c + terms that vanish faster than V, with 1/ρ_c = dJ/dV at V = 0.

This defines the specific contact resistivity ρ_c. Close enough to V = 0 the curve is straight whatever the value of ρ_c. If the whole bias drops across the junction, straightness suggests that this bias is small compared with the scale on which the junction's curve bends. The size of the slope is separate information.

**Q:** That is only a Taylor expansion. With a real barrier the straight part might be too short to see. Can you show me a junction with a definite barrier, a straight line over my whole sweep, and a high resistance?

**A:** Take two identical free-electron metals separated by an insulating layer of thickness d. I use Hartree atomic units, with electron mass 1. The Fermi energy μ is measured from the band bottom, and the barrier top lies φ above the Fermi level. Electrons cross coherently and keep their transverse momentum. Image forces and traps are left out, and the temperature is zero for now.

Let V be the electrochemical potential of the left lead minus that of the right, as an energy. I shift the left lead by +V/2 and the right lead by −V/2, and let the potential fall linearly across the layer. J is the electron flux from left to right; the charge current runs the other way.

Let W be the energy of motion normal to the layer, measured from the mean of the two band bottoms. The flux leaving the left lead is

2 ∫ d³k/(2π)³ v_z T(W,V),

over occupied states with k_z > 0. The 2 is for spin and T is the transmission probability. Since v_z dk_z = dW, the normal motion contributes dW/(2π). At fixed W, the occupied transverse momenta fill a disc with k∥² < 2(μ + V/2 − W), whose area is 2π(μ + V/2 − W). With spin, the number of transverse states per area is

2 · 2π(μ + V/2 − W)/(2π)² = (μ + V/2 − W)/π.

Multiplying by 1/(2π) and subtracting the opposite flux gives

J = (1/2π²) ∫ T(W,V) [(μ + V/2 − W)₊ − (μ − V/2 − W)₊] dW.

Here (x)₊ is x if positive and zero otherwise. The integral starts at W = |V|/2, because the electron needs a propagating state in both leads.

**Q:** You used the same T for both directions. Why is that allowed when the bias tilts the barrier?

**A:** Let ψ₁ come in from the left with unit amplitude and leave on the right with amplitude t. Let ψ₂ come in from the right and leave on the left with amplitude t′. Both solve the same Schrödinger equation at the same energy, so ψ₁ψ₂′ − ψ₁′ψ₂ is independent of position. In the left lead it equals −2ik_L t′, and in the right lead −2ik_R t. Hence k_L t′ = k_R t. The transmission probabilities are ratios of fluxes:

T(left to right) = (k_R/k_L)|t|²,
T(right to left) = (k_L/k_R)|t′|² = (k_L/k_R)(k_R/k_L)²|t|² = (k_R/k_L)|t|².

They are equal.

**Q:** Then where does the straight line come from? T itself depends on V.

**A:** For W below μ − |V|/2 the bracket in J equals V. It is already first order, so a small change of T with bias contributes only beyond first order. Two strips remain, one around μ with width |V| and one at the band bottom with width |V|/2. In each the bracket is at most |V| in size and T is at most 1, so their effect is of order V². Therefore

1/ρ_c = (1/2π²) ∫₀^μ T(W,0) dW.

No property of the barrier was needed. A barrier makes T small, which lowers the slope without removing the linear term.

**Q:** And with no barrier, ρ_c should be zero.

**A:** No. The largest possible T is 1, which gives

ρ_c ≥ 2π²/μ.

A lead supplies a finite number of electrons per unit time, even to a perfect interface. I choose the round value μ = 0.2 Ha. The floor is then 2π²/0.2 = 98.7 atomic units, or 1.1 × 10⁻¹¹ Ω cm². This is the resistance between two reservoirs, which is what V measures here.

**Q:** Now put in the barrier. How small does T become?

**A:** At zero bias the barrier is rectangular. Write k = √(2W) in the leads and q = √(2(μ + φ − W)) inside the barrier. Let the transmitted wave have ψ = 1 and ψ′ = ik at x = d. The solution inside is

ψ(x) = cosh q(d − x) − (ik/q) sinh q(d − x).

With C = cosh qd and S = sinh qd, its values at x = 0 are

ψ(0) = C − i(k/q)S,
ψ′(0) = ikC − qS.

On the left ψ is an incoming wave of amplitude A plus a reflected wave of amplitude B, so ψ(0) = A + B and ψ′(0) = ik(A − B). Solving for A,

A = ½[ψ(0) + ψ′(0)/(ik)] = C + (i/2)(q/k − k/q)S.

Using C² = 1 + S²,

|A|² = 1 + S²[1 + ¼(q/k − k/q)²] = 1 + ¼(q/k + k/q)² S².

The leads are identical, so T = 1/|A|². For a thick barrier S² ≈ exp(2qd)/4, and

T ≈ 16k²q²/(k² + q²)² · exp(−2qd).

For an electron at the Fermi level that hits the barrier head-on, W = μ. Then k² = 2μ, and q becomes κ = √(2φ). This gives

T_F ≈ 16μφ/(μ + φ)² · exp(−2κd).

Take φ = 0.1 Ha and d = 20 bohr, about 1.06 nm. Then κ = 0.4472, κd = 8.944, and the prefactor is 16 × 0.02/0.09 = 3.56. The result is T_F = 6.05 × 10⁻⁸.

**Q:** So about one in seventeen million of the electrons that arrive head-on at the Fermi level gets through. What is ρ_c?

**A:** Electrons at the Fermi level that arrive obliquely have W below μ and get through less often. We therefore need the integral of T below μ. Since dq/dW = −1/q, the exponent near the Fermi level is

−2qd ≈ −2κd + β(W − μ), with β = 2d/κ.

Treating the prefactor as constant gives T ≈ T_F exp[β(W − μ)]. The integral up to μ is T_F/β, because the lower limit can be moved to −∞ at exponentially small cost. Thus

1/ρ_c ≈ T_F/(2π²β) = κT_F/(4π²d),
ρ_c ≈ 4π²d/(κT_F).

Numerically this is 789.6/(0.4472 × 6.05 × 10⁻⁸) = 2.92 × 10¹⁰ atomic units. Integrating the full transmission gives 2.64 × 10¹⁰, or 3.0 × 10⁻³ Ω cm². The estimate is 10% above the full value.

**Q:** Can you account for the 10%?

**A:** Two neglected terms have that size. First, k² + q² = 2(μ + φ) does not depend on W, so the prefactor varies as W(μ + φ − W). Its logarithmic slope at μ is 1/μ − 1/φ = 5 − 10 = −5 per hartree. This lowers β = 89.4 by 5.6% and, to first order, raises the integral by as much. Second, the exponent is curved. With dW = −q dq,

∫ exp(−2qd) dW = ∫ from κ to ∞ of q exp(−2qd) dq = exp(−2κd) (κ/2d)[1 + 1/(2κd)].

The last bracket adds another 5.6%. To first order they together raise the conductance by about 11%, close to the difference found. Evaluated beyond first order, the prefactor alone gives 4.3%, the curvature alone 5.6%, and the two together 10.4%. Both are corrections of relative order 1/(κd), so the estimate improves for thicker barriers.

**Q:** The resistance is certainly high. A contact of one square micrometre would have 3.0 × 10⁻³ Ω cm² divided by 10⁻⁸ cm², which is 3.0 × 10⁵ Ω. The barrier-free one would have 1.1 × 10⁻³ Ω. But tunnelling is exponential, so surely the curve bends at once.

**A:** It is exponential in energy with the scale 1/β, so let us find the bending. Insert T ≈ T_F exp[β(W − μ)] into J. For a lead with electrochemical potential m, put u = m − W:

∫ up to m of exp[β(W − μ)](m − W) dW = exp[β(m − μ)] ∫₀^∞ u exp(−βu) du = exp[β(m − μ)]/β².

With m = μ ± V/2 the difference of the two leads is

J ≈ (T_F/2π²β²)[exp(βV/2) − exp(−βV/2)] = (T_F/π²β²) sinh(βV/2).

Set y = βV/2 = dV/κ. Since 1/ρ_c ≈ T_F/(2π²β), the factor T_F/(π²β²) is 2/(βρ_c), and 2/β = V/y. Hence

J ≈ (V/ρ_c) sinh(y)/y.

For small y, sinh(y)/y ≈ 1 + y²/6, so

J ≈ (V/ρ_c)(1 + γV²), γ ≈ d²/(6κ²) = d²/(12φ).

The two exponentials pull in opposite directions, and the quadratic term cancels between them.

**Q:** You ignored the tilt of the barrier under bias.

**A:** At the Fermi energy the local barrier height is φ + s, where s runs uniformly from V/2 to −V/2. Its mean is zero and its mean square is V²/12. Expanding the square root gives

average of √(2(φ + s)) ≈ κ[1 − V²/(96φ²)].

Through the exponent alone, the tilt therefore multiplies T by about 1 + κdV²/(48φ²). Divide this correction by d²V²/(12φ) and use φ = κ²/2. The ratio is κ/(4φd) = 1/(2κd), or 5.6% here. The bias also lowers the prefactor, by a relative amount quadratic in V/φ and V/μ. At W = μ and V = 0.02 Ha the drop is about 0.5%, of which about 0.3% comes from the tilt and the rest from the shift of the two leads. This lacks the factor κd but is not negligible at this thickness: at W = μ and V = 0.02 Ha the exponent alone would raise T by 0.7%, while the numerical solution gives 0.2%. The net effect of the tilt belongs with the corrections already neglected.

For d = 20 the estimate is γ = 400/1.2 = 333 per square hartree. The full calculation, with the tilted barrier solved numerically, gives 289, which is 13% below the estimate. At d = 40 the shortfall is 6%.

**Q:** What does that mean for my sweep?

**A:** Your sweep ended near 0.002 Ha, which is 54 mV. There the full calculation gives

J = 7.582 × 10⁻¹⁴ atomic units, Jρ_c/V = 1.0012.

The departure from the initial straight line is 0.12%. It reaches 1% at 0.0059 Ha, or 160 mV. The estimate from y²/6 = 0.01 is V = κ√0.06/d = 0.0055 Ha. At 0.02 Ha the curve is visibly bent: Jρ_c/V is 1.12, against 1.14 from the hyperbolic sine.

**Q:** At least the contact without a barrier would be straighter.

**A:** In this model it is less straight over your sweep. With the barrier removed but the bias still dropped over the same 20 bohr, Jρ_c/V at 0.002 Ha is 0.994, a departure of 0.6%. Most of this follows from counting. Set T = 1 and take V > 0. The range from V/2 to μ − V/2 contributes V(μ − V), and the strip around μ contributes V²/2. The sum is V(μ − V/2), so the ratio to the linear law is 1 − V/(2μ) = 0.995. The remaining 0.1% is reflection by the sloping potential, since T is the only other factor in the integrand.

Plotted each on its own current scale, both junctions look straight over your sweep. Their slopes differ by a factor of 2.7 × 10⁸.

**Q:** Perhaps you picked a lucky thickness.

**A:** Change it and compare three columns: thickness in bohr, ρ_c in atomic units, and departure from the line at 0.002 Ha.

10: 1.6 × 10⁶, 0.02%
20: 2.6 × 10¹⁰, 0.12%
30: 3.1 × 10¹⁴, 0.27%

From the first row to the last the resistivity grows by a factor of about 2 × 10⁸, while the bias for 1% departure shrinks from 0.0130 to 0.0038 Ha, a factor of 3.4. The formulas show why. Resistance contains exp(2κd), whereas the linear window κ√0.06/d falls as 1/d.

**Q:** How much of this relies on symmetry? A metal-semiconductor contact has different materials on its two sides.

**A:** Reversing V in the symmetric junction produces the mirror image of the tilted barrier. By the equality of the two transmissions, T(W,−V) = T(W,V). The bracket changes sign, so J(−V) = −J(V). Symmetry thus removes the even part of the current. It does not create the linear term, which came from the electron supply.

As a control, let the unbiased barrier fall from 0.15 Ha at the left edge to 0.05 Ha at the right. The even part of J is then 0.29% of the odd part at 0.002 Ha and 0.15% at 0.001 Ha. The ratio is proportional to V, as a quadratic term requires. In the symmetric case it is zero to rounding error. Even the lopsided barrier would show hardly any rectification in your sweep. The leads in this control are still identical metals, however. It does not model a metal-semiconductor contact, where the width of a depletion layer also changes with bias.

**Q:** Then why do I associate barriers with strongly bent curves?

**A:** Some barriers do have a small bias scale. Suppose electrons pass over the barrier thermally and the contact obeys the ideal diode law J = J₀[exp(V/kT) − 1]. Expanding,

J ≈ (J₀V/kT)[1 + V/(2kT)].

The initial resistivity is kT/J₀, and a 1% departure appears at V = 0.02kT. At 300 K, kT = 9.5 × 10⁻⁴ Ha, so this is about 2 × 10⁻⁵ Ha. If most of your voltage dropped across the junction, your sweep would have exposed such a contact. In that case it rules out a junction with that small scale, which is a narrower statement than ruling out a barrier.

**Q:** Could I detect the tunnel barrier by cooling the sample?

**A:** Not easily in this model. At finite temperature the sharp cutoff at μ in the linear-response integral is replaced by the Fermi function f:

1/ρ_c = (1/2π²) ∫ T(W,0) f(W) dW.

Integrate by parts. The weight −df/dW is symmetric about μ with variance π²(kT)²/3, so the leading change of the integral is half the variance times the slope of T:

(π²/6)(kT)² βT_F.

Dividing by the zero-temperature integral T_F/β gives a relative rise of π²(βkT)²/6. Here βkT = 89.4 × 9.5 × 10⁻⁴ = 0.085, and the estimate is 1.2%. The full thermal integral gives 1.0%. With fixed φ and d, cooling from 300 K towards zero lowers the conductance by about one percent. Weak temperature dependence is therefore no proof of a barrier-free contact either.

**Q:** What should I report from my measurement, then?

**A:** First, the value. If the current is uniform over the contact area a, the measured resistance is

R = R_series + ρ_c/a.

Determine R_series separately, subtract it, and multiply by a. Then compare ρ_c with the floor for your carriers, as an order of magnitude only. The floor is the resistance between two reservoirs. If the leads are diffusive and their resistance has been subtracted, a perfectly transmitting interface between identical leads adds nothing, and extrapolating a diffusive wire to zero length leaves about half the floor at each end. The value 2π²/μ holds for free electrons; for a single isotropic parabolic band with effective mass m, in units of the electron mass, it becomes 2π²/(mμ). Both expressions require kT well below μ, a condition that a semiconductor may not meet. Within that range mμ = k_F²/2, so the floor is 4π²/k_F². A lighter mass raises it at fixed μ, but at fixed carrier density the mass drops out: for 10²⁰ carriers per cm³ in one such band the floor is 7.9 × 10⁻¹⁰ Ω cm². A large excess means poor transmission on average, but it does not by itself identify a uniform barrier. If only a fraction p of the area conducts, the apparent resistivity is the local one divided by p.

Second, the range. State the bias up to which the line is straight, and extend it until curvature appears, if the contact survives. Across 20 bohr the 1% bias is a field of 1.5 MV/cm and 0.02 Ha is 5 MV/cm, not far below the breakdown field of a real oxide, of order 10 MV/cm. Use the voltage across the junction itself, because a large R_series takes most of the applied bias and hides the bending. In the thick-barrier regime of this model γ gives d²/φ, while ρ_c depends mainly on d√φ through the exponent, so the two measurements constrain different combinations.

**Q:** And when would your wide linear window fail?

**A:** The estimates need κd well above 1, a Fermi energy μ well above 1/β, and a bias well below μ, φ and κ/d. They also assume that T varies smoothly on the scale 1/β. If a state inside the layer produced a narrow peak in T near the Fermi level, the width of that peak and its distance from the Fermi level could set a new and much smaller bias scale. The linear term would still exist, but its window could be short.

**Q:** So, provided the voltage dropped mainly across the junction, my sweep says that the contact has no strong nonlinearity below 50 mV. Whether its resistivity is low I must read from the slope, and whether it has a barrier is still open.

**A:** Yes. The tunnel junction with 3.0 × 10⁻³ Ω cm² would have passed your straightness test, and within the model so would the barrier-free one with 1.1 × 10⁻¹¹ Ω cm². In practice, 50 mV across one square micrometre of the latter would mean a current of 44 A, so series resistance would take nearly all of the voltage. The numerical output below lists the resistivities of both junctions.

Computed results

```
Fermi energy mu = 0.2 Ha; barrier height phi = 0.1 Ha
main thickness d = 20.0 bohr = 1.058 nm
kappa = 0.4472 1/bohr; kappa d = 8.944
beta = 2d/kappa = 89.44 1/Ha
T_F closed formula = 6.0536e-08
T_F thick-barrier estimate = 6.0536e-08
T at W=mu, V=0.02 Ha: slices 6.06673e-08, ODE 6.06672e-08
rho_c tunnel = 2.6408e+10 a.u. = 3.038e-03 ohm cm^2
rho_c estimate = 2.9165e+10 a.u.
rho_c barrier-free = 98.70 a.u. = 1.135e-11 ohm cm^2
ratio tunnel/barrier-free = 2.676e+08
resistance of 1 square micrometre: tunnel 3.038e+05 ohm
  barrier-free 1.135e-03 ohm
tunnel curve: V (Ha), J (a.u.), J rho_c/V
   -0.002  -7.58214e-14  1.00116
   -0.001  -3.78779e-14  1.00029
    0.001   3.78779e-14  1.00029
    0.002   7.58214e-14  1.00116
    0.005   1.90706e-13  1.00724
    0.010   3.89726e-13  1.02920
    0.020   8.48706e-13  1.12064
window edge = 0.002 Ha = 54.4 mV
barrier-free J rho/V at window edge = 0.99398
barrier-free J rho/V at a quarter of it = 0.99841
1% bias, main case = 0.00587 Ha = 160 mV
d (bohr), rho_c (a.u.), rho_c estimate (a.u.)
  10  1.621e+06  1.903e+06
  20  2.641e+10  2.917e+10
  30  3.128e+14  3.353e+14
  40  3.249e+18  3.426e+18
d (bohr), gamma (1/Ha^2), gamma estimate (1/Ha^2)
  10  58.9  83.3
  20  288.9  333.3
  30  685.9  750.0
  40  1250.3  1333.3
d (bohr), deviation at window edge (%), 1% bias (Ha), estimate (Ha)
  10  0.0236  0.01298  0.01095
  20  0.1156  0.00587  0.00548
  30  0.2746  0.00381  0.00365
  40  0.5008  0.00282  0.00274
shape at V=0.02 Ha: y=0.8944, exact 1.1206, sinh(y)/y 1.1388
asymmetric barrier edges = 0.15 and 0.05 Ha
even/odd current at 0.002 Ha: symmetric 8.3e-17, asymmetric 2.945e-03
even/odd current at 0.001 Ha: asymmetric 1.472e-03
kT at 300 K = 9.500e-04 Ha
conductance rise at 300 K = 1.02 %, estimate 1.19 %
```
